# Four-Wave-Mixing Gain with a Degenerate Pump and Its Phase-Matched Maximum, part 2

Which linear wavevector mismatch gives the largest signal gain in a silicon parametric amplifier? A strong continuous pump at angular frequency \(\omega_p\) and a weak signal at \(\omega_s=\omega_p+\Omega\) produce an idler at \(\omega_i=2\omega_p-\omega_s=\omega_p-\Omega\). All three travel along \(z\) in one guided mode of a waveguide of length \(L\). The Kerr response is instantaneous, the pump is undepleted, and absorption is left out at first.

Fields vary as \(e^{i\beta_jz-i\omega_jt}\), where \(\beta_j\) is the linear propagation constant of wave \(j=p,s,i\). A prime on an amplitude means \(d/dz\), and a star means the complex conjugate. The amplitudes \(A_j\) are scaled so that \(|A_j|^2\) is the power in wave \(j\); \(A\) without an index is the whole envelope, scaled in the same way. The pump power is \(P\), in W, and the Kerr coefficient is \(\gamma\), in 1/(W m). Mismatches are in 1/m.

The pump shifts its own phase at the rate \(\gamma P\) (self-phase modulation, weight 1) and the phases of signal and idler at \(2\gamma P\) (cross-phase modulation, weight 2). In the cube of the real field, the weights of self-phase modulation, cross-phase modulation and mixing are 0.75, 1.50 and 0.75. With the cross-phase rotation removed,

\[
A_s=B_se^{2i\gamma Pz},\qquad A_i=B_ie^{2i\gamma Pz},
\]

the coupled equations are

\[
B_s'=i\gamma P\,B_i^*e^{-i\kappa z},\qquad
B_i'=i\gamma P\,B_s^*e^{-i\kappa z},
\]

with the linear and total mismatches

\[
\Delta\beta=\beta_s+\beta_i-2\beta_p ,
\]

\[
\kappa=\Delta\beta+2\gamma P .
\]

If the cross-phase weight were \(x\) instead of 2, subtracting the wavevectors would give \(\kappa=\Delta\beta+2(x-1)\gamma P\).

With \(\beta_m=d^m\beta/d\omega^m\) at \(\omega_p\) for \(m\ge1\), dispersion gives

\[
\Delta\beta=\beta_2\Omega^2+\frac{\beta_4\Omega^4}{12}+\cdots
\]

The example uses \(\gamma=200\) 1/(W m), \(P=0.50\) W, \(L=0.020\) m and \(\beta_2=-0.50\) ps²/m.

## The gain, its maximum and the limits of the result

The first half leaves two coupled equations for the signal amplitude \(B_s\) and the idler amplitude \(B_i\), whose squared magnitudes are powers:

\[
B_s'=i\gamma P\,B_i^*e^{-i\kappa z},\qquad
B_i'=i\gamma P\,B_s^*e^{-i\kappa z}.
\]

Here \(P\) is the constant pump power, \(\gamma\) the Kerr coefficient, \(\Delta\beta=\beta_s+\beta_i-2\beta_p\) the linear mismatch, and \(\kappa=\Delta\beta+2\gamma P\) the total mismatch. The signal lies at a detuning \(\Omega\) from the pump, and \(\Delta\beta=\beta_2\Omega^2+\beta_4\Omega^4/12+\cdots\).

The explicit \(z\) dependence is removed by sharing the phase equally between the two waves:

\[
B_s=a\,e^{-i\kappa z/2},\qquad B_i^*=b\,e^{i\kappa z/2}.
\]

In the signal equation the left side is \((a'-i\kappa a/2)e^{-i\kappa z/2}\), and the right side is \(i\gamma Pb\,e^{-i\kappa z/2}\). The complex conjugate of the idler equation is \((B_i^*)'=-i\gamma PB_se^{i\kappa z}\). Its left side is \((b'+i\kappa b/2)e^{i\kappa z/2}\), and its right side is \(-i\gamma Pa\,e^{i\kappa z/2}\). Therefore

\[
\frac{d}{dz}\begin{pmatrix}a\\b\end{pmatrix}
=M\begin{pmatrix}a\\b\end{pmatrix},\qquad
M=\begin{pmatrix}i\kappa/2&i\gamma P\\-i\gamma P&-i\kappa/2\end{pmatrix}.
\]

In \(M^2\) the off-diagonal elements cancel, because the diagonal elements of \(M\) are opposite. Each diagonal element of \(M^2\) is

\[
\left(\frac{i\kappa}{2}\right)^2+(i\gamma P)(-i\gamma P)
=(\gamma P)^2-\frac{\kappa^2}{4}\equiv g^2 .
\]

Since \(M^2=g^2\mathbb 1\), the even powers in the series for \(e^{ML}\) add up to a hyperbolic cosine and the odd powers to a hyperbolic sine:

\[
e^{ML}=C\,\mathbb 1+S\,M,\qquad
C=\cosh gL,\qquad S=\frac{\sinh gL}{g}.
\]

Both \(C\) and \(S\) are real for either sign of \(g^2\). If \(g=iq\) with real \(q\), they are \(\cos qL\) and \(\sin(qL)/q\). At \(g=0\), \(S=L\).

With no idler at the input, \(b(0)=0\), and the outputs are

\[
a(L)=\left(C+\frac{i\kappa}{2}S\right)a(0),\qquad
b(L)=-i\gamma PS\,a(0).
\]

The signal gain \(G\) is the ratio of output to input signal power. Because \(C\) and \(S\) are real,

\[
G=C^2+\frac{\kappa^2}{4}S^2 .
\]

The identity \(C^2=1+g^2S^2\) turns this into

\[
G=1+\left(g^2+\frac{\kappa^2}{4}\right)S^2
=1+(\gamma P)^2\left[\frac{\sinh gL}{g}\right]^2 .
\]

The idler output divided by the signal input is \((\gamma P)^2S^2=G-1\). The signal and idler gain equal powers, as expected for creation in pairs when their small frequency difference is neglected in \(\gamma\).

To locate the maximum, hold \(\gamma\), \(P\) and \(L\) fixed and vary \(\Delta\beta\). The mismatch then enters only through \(u=g^2L^2\), and

\[
G=1+(\gamma PL)^2h(u)^2,\qquad
h(u)=\frac{\sinh\sqrt u}{\sqrt u}=\sum_{m=0}^{\infty}\frac{u^m}{(2m+1)!}.
\]

From the definition of \(g^2\), \(u\le(\gamma PL)^2\), with equality only at \(\kappa=0\). For \(u\ge0\) every term of the series with \(m\ge1\) increases with \(u\), so \(h\) is positive and strictly increasing. For \(u<0\) put \(u=-y^2\) with \(y>0\). Then \(h=\sin y/y\), and

\[
|\sin y|=\left|\int_0^y\cos t\,dt\right|<y ,
\]

so \(|h|<1\). This is below the matched value, which exceeds 1 for any nonzero pump power and length. The oscillations at large mismatch can produce local maxima, but none can compete with the value at \(\kappa=0\). The global maximum is unique and lies at

\[
\Delta\beta=-2\gamma P,\qquad
G_{\max}=1+\sinh^2(\gamma PL)=\cosh^2(\gamma PL).
\]

This is the sense in which the nonlinear phase shift cancels the linear mismatch.

The reason can be seen in the coupled equations. At \(\kappa=0\) a second differentiation gives

\[
B_s''=i\gamma P(B_i^*)'=(i\gamma P)(-i\gamma P)B_s=(\gamma P)^2B_s .
\]

The signal creates idler, and the idler returns a contribution in phase with the signal at every point of the guide. With \(\kappa\ne0\) that contribution is shifted in phase. For \(g^2>0\) and a long guide, \(S\approx C/g\), and the shift settles at a constant angle of size \(\arctan[|\kappa|/(2g)]\); only the part in phase with the signal feeds its growth. Far outside this range the conversion stays small. If \(\gamma P\ll|\kappa|/2\) and the guide is short enough that \((\gamma P)^2L\ll|\kappa|\), one has \(g^2\approx-\kappa^2/4\) and

\[
G-1\approx(\gamma PL)^2\left[\frac{\sin(\kappa L/2)}{\kappa L/2}\right]^2 ,
\]

which is the interference of idler contributions generated along the length with a steadily changing phase.

The range of exponential growth follows by inserting \(\kappa\) into \(g^2\):

\[
g^2=(\gamma P)^2-\left(\frac{\Delta\beta}{2}+\gamma P\right)^2
=-\frac{\Delta\beta\,(\Delta\beta+4\gamma P)}{4}.
\]

This is positive for \(-4\gamma P<\Delta\beta<0\). Linear phase matching, \(\Delta\beta=0\), sits at the edge of the range. There \(g=0\), and the gain grows only quadratically with length, \(G=1+(\gamma PL)^2\).

If the guide offers only \(\Delta\beta\ge0\), then \(u\le0\) and \(h^2\le1\), so this edge value is an upper bound. It is reached only where \(\Delta\beta=0\), and with positive \(\beta_2\) alone it is only approached as \(\Omega\to0\). Positive \(\beta_2\) need not exclude matching, however, because a negative \(\beta_4\) can make \(\Delta\beta\) negative at larger detuning.

For a worked example take a model guide with the round values \(\gamma=200\) 1/(W m), \(P=0.50\) W, \(L=0.020\) m and \(\beta_2=-0.50\) ps²/m, and no higher dispersion. Then

\[
\gamma P=200\times0.50=100\ {\rm m^{-1}},\qquad
\gamma PL=100\times0.020=2.0 .
\]

The best mismatch is \(-2\times100=-200\) 1/m, and the gain there is \(\cosh^2(2.0)=14.15\), or 11.5 dB. The detuning that supplies this mismatch is

\[
\Omega=\sqrt{\frac{2\gamma P}{|\beta_2|}}=\sqrt{\frac{200}{0.50}}
=20.0\ {\rm rad/ps},
\]

a frequency shift of 3.18 THz. Exponential growth ends at \(\Delta\beta=-400\) 1/m, where \(\Omega\) is larger by \(\sqrt2\), at 28.3 rad/ps. The Raman shift of silicon is roughly 16 THz, so the instantaneous response is a reasonable assumption at these detunings.

At \(\Delta\beta=0\) the gain is \(1+2.0^2=5.0\). With \(\beta_2<0\) alone this value is only approached as \(\Omega\to0\); zero or positive mismatch at a finite detuning refers to the same \(\gamma\), \(P\) and \(L\) with a different dispersion. At \(-100\) 1/m, \(\kappa=100\) 1/m and \(g^2=10000-2500=7500\) m⁻², which gives \(G=10.99\). The same value occurs at \(-300\) 1/m, because \(G\) depends on \(\kappa^2\). At \(100\) and \(-500\) 1/m, \(g^2\) is negative and the gain is 1.50.

The formula was tested against direct integration of the coupled equations with their \(z\)-dependent phases, at 81 mismatches from \(-1000\) to 600 1/m. The largest gain in that set was at \(-200\) 1/m. With the cross-phase weight artificially set to 1, the best mismatch moved to zero, as the subtraction of wavevectors requires. A second test propagated the whole envelope, with its dispersion and the term \(i\gamma|A|^2A\), without separating it into three waves. It reproduced the gain formula at five detunings and put the best detuning at 20.0 rad/ps. It also agreed with the formula in a case with positive \(\beta_2\), nonzero \(\beta_3\) and negative \(\beta_4\).

The maximum concerns the choice of mismatch at a given power. It does not say that the power should be chosen to make \(\kappa=0\). At fixed negative \(\Delta\beta\),

\[
\frac{\partial g^2}{\partial P}=-\gamma\,\Delta\beta>0 ,
\]

and for \(g^2\ge0\) both factors in \((\gamma PL)^2h^2\) increase with \(P\). Keeping \(\Delta\beta=-200\) 1/m and raising the pump to 0.60 W gives \(\gamma P=120\) 1/m and \(\kappa=40\) 1/m. The guide is no longer matched, yet the gain rises from 14.2 to 29.7. Adjusting \(\Delta\beta\) to \(-240\) 1/m would raise it further.

The assumption of one common \(\gamma\) can be relaxed. Let the signal and idler have coefficients \(\gamma_s\) and \(\gamma_i\), while the pump keeps \(\gamma\). The cross-phase rates are \(2\gamma_sP\) and \(2\gamma_iP\), so

\[
\kappa=\Delta\beta+2(\gamma_s+\gamma_i)P-2\gamma P .
\]

If \(\gamma_s+\gamma_i=2\gamma\), this is the previous \(\kappa\). That holds when \(\gamma\) is proportional to frequency, since \(\omega_s+\omega_i=2\omega_p\). The off-diagonal elements of \(M\) become \(i\gamma_sP\) and \(-i\gamma_iP\), so \((\gamma P)^2\) is replaced by \(\gamma_s\gamma_iP^2\) in both \(g^2\) and \(G\). The proof of the maximum is unchanged. The idler output per unit signal input is now \(\gamma_i^2P^2S^2=(\gamma_i/\gamma_s)(G-1)\). For \(\gamma_s=220\) and \(\gamma_i=180\) 1/(W m), the optimum stays at \(-200\) 1/m and the maximum falls slightly, to 13.9.

Loss changes the position of the optimum. Let \(\alpha\) be the linear power loss and replace \(\gamma\) by \(\gamma(1+ir)\), where \(r>0\) describes two-photon absorption. The pump power then obeys

\[
\frac{dP}{dz}=-\alpha P-2r\gamma P^2 .
\]

The signal loses power to two-photon absorption with the pump at the rate \(4r\gamma P\), twice the pump's own relative rate, for the same reason that cross-phase modulation has weight 2. Since \(P\) falls along the guide, a constant \(\Delta\beta\) cannot cancel \(2\gamma P(z)\) everywhere. A simple estimate is to cancel the accumulated phase:

\[
\Delta\beta\approx-\frac{2}{L}\int_0^L\gamma P(z)\,dz .
\]

To evaluate it, note that \(1/P\) obeys the linear equation \((1/P)'=\alpha/P+2r\gamma\). With input power \(P_0\) its solution gives

\[
P(z)=\frac{P_0e^{-\alpha z}}{w(z)},\qquad
w(z)=1+\frac{2r\gamma P_0}{\alpha}\left(1-e^{-\alpha z}\right).
\]

Because \(w'=2r\gamma P_0e^{-\alpha z}\), the integrand is \(\gamma P=w'/(2rw)\), and the integral is \(\ln w(L)/(2r)\). For \(\alpha=20\) 1/m, \(r=0.10\) and \(P_0=0.50\) W, \(w(L)=1+(1-e^{-0.4})=1.3297\). The integral is \(5\ln1.3297=1.425\), and the estimate is \(-2\times1.425/0.020=-142.5\) 1/m.

Numerical integration of the lossy equations puts the optimum at \(-142.5\) 1/m as well. This close agreement belongs to the present case; the estimate is not an identity. The output pump power is 0.252 W, and the maximum signal gain has dropped to 1.85. At the lossless choice of \(-200\) 1/m it is 1.71. These figures still omit the free carriers that two-photon absorption creates in silicon, which absorb light and change the index. Under a continuous pump of this power in a mode area of about 0.1 μm², carriers that live for a nanosecond would absorb enough to turn the gain into a net loss. The figures therefore illustrate the shift of the optimum and do not predict the gain of a device.

Finally, the signal must remain weak up to the output. In the lossless guide the signal and idler together take the power \(2(G-1)P_s(0)\) from the pump, where \(P_s(0)\) is the input signal power. The derivation requires

\[
2(G-1)P_s(0)\ll P .
\]

For an input signal of 0.0050 W, the small-signal formula would demand \(2\times13.15\times0.0050=0.13\) W, about a quarter of the pump. The condition is then poorly met. Propagation of the whole envelope at the same detuning gives a gain of 12.8, about 10% below the small-signal value of 14.2. This figure combines two effects. With only pump, signal and idler kept, depletion lowers the gain to 11.5; including the further sidebands at \(\pm2\Omega\) and beyond, which carry about 0.008 W at the output, raises it to 12.8.

## Calculated quantities

```
Self-phase weight in cubed field: 0.7500
Cross-phase weight in cubed field: 1.5000
Mixing weight in cubed field: 0.7500
Kerr coefficient gamma: 200.0 1/(W m)
Pump power P: 0.50 W
Length L: 0.020 m
Dispersion beta2: -0.50 ps^2/m
gamma P: 100.0 1/m
gamma P L: 2.000 (no unit)
Matched mismatch -2 gamma P: -200.0 1/m
Best mismatch, coupled equations: -200.00 1/m
Maximum gain, coupled equations: 14.1541 (ratio)
Maximum gain in decibels: 11.51 dB
Maximum gain, cosh^2 formula: 14.1541 (ratio)
Gain at mismatch -500 1/m: 1.4952 (ratio)
Gain at mismatch -400 1/m: 5.0000 (ratio)
Gain at mismatch -300 1/m: 10.9930 (ratio)
Gain at mismatch -100 1/m: 10.9930 (ratio)
Gain at mismatch 0 1/m: 5.0000 (ratio)
Gain at mismatch 100 1/m: 1.4952 (ratio)
Best mismatch if cross factor were 1: 0.00 1/m (size)
Best detuning, formula: 20.000 rad/ps
Best detuning, envelope: 20.000 rad/ps
Best frequency shift: 3.183 THz
Maximum gain, envelope: 14.1541 (ratio)
Edge of exponential band: 28.284 rad/ps
Unequal gammas, signal and idler: 220, 180 1/(W m)
Best mismatch, unequal gammas: -200.00 1/m
Maximum gain, unequal gammas: 13.8833 (ratio)
Higher pump power: 0.60 W
Gain there, mismatch kept at -200 1/m: 29.7047 (ratio)
Linear power loss: 20.0 1/m
Im(gamma)/Re(gamma): 0.10 (no unit)
Output pump power with losses: 0.2521 W
Best mismatch with losses: -142.5 1/m
Maximum gain with losses: 1.8457 (ratio)
Gain with losses at -200 1/m: 1.7097 (ratio)
Strong input signal: 0.0050 W
Gain of strong signal, envelope: 12.7637 (ratio)
```
